# Thermal conductivity of a solid with insulating pores inserted in stages

**Q.** A dielectric film has 40 % of its volume in spherical pores that carry no heat. Does that fix its thermal conductivity?

**A.** No. The arrangement of the pores also matters, so I must say how the material is built. I start from a homogeneous, isotropic solid of conductivity \(\kappa_s\) that obeys Fourier's law, \(\mathbf q=-\kappa_s\nabla T\). Pores are added in many small portions, at fixed total volume. Within a portion they are well separated and placed without a preferred direction, and they are much larger than all pores added before. The porosity \(\phi\) is the final pore volume fraction, and \(s=1-\phi\) is the solid fraction. I want \(\kappa(\phi)\) in the limit of infinitely many, infinitely small portions.

**Q.** Before you add anything, what does "conductivity" mean for a body with holes in it?

**A.** Take a sample of volume \(V\), pores included, and impose \(T=-Gz\) on its outer surface, with \(G>0\). Heat then flows towards \(+z\) on average. The effective conductivity is defined by the volume-averaged flux,

\[
\langle q_z\rangle=\kappa_{\rm eff}G .
\]

Let the material around the new pores, the host, have conductivity \(\kappa\). The flux is zero inside the pores, so only the host contributes:

\[
\langle q_z\rangle=-\frac{\kappa}{V}\int_{\rm host}\frac{\partial T}{\partial z}\,dV .
\]

The divergence theorem turns this into surface integrals. Let \(\mathbf n\) point out of the sample on the outer surface and out of the pore on a pore surface. The latter direction points into the host, which gives the minus sign in

\[
\int_{\rm host}\frac{\partial T}{\partial z}\,dV
=\oint_{\rm outer}T n_z\,dS-\oint_{\rm pores}T n_z\,dS .
\]

On the outer surface \(T=-Gz\), and \(\oint z n_z\,dS=V\), so the first integral is \(-GV\). Therefore

\[
\frac{\kappa_{\rm eff}}{\kappa}=1+\frac{1}{GV}\oint_{\rm pores}T n_z\,dS. \tag{1}
\]

The temperature on the pore surfaces is all we need.

**Q.** If a pore fraction \(f\) is removed, I would expect the flux to fall by the fraction \(f\). Why do you need the temperature?

**A.** Your estimate assumes that the temperature field stays \(-Gz\). Equation (1) would then give \(\oint T n_z\,dS=-Gv\) for each pore of volume \(v\), and the factor \(1-f\). But that field drives heat straight through the pore surface, which is forbidden. The field must change.

Consider one pore of radius \(a\) centred at the origin, far from the others. In steady state, with uniform \(\kappa\), the host temperature obeys \(\nabla^2T=0\). The distant field is proportional to \(\cos\theta\), and the zero-flux condition on a sphere introduces no other angular dependence. So try \(T=-g(r)\cos\theta\). Laplace's equation gives

\[
g''+\frac{2}{r}g'-\frac{2}{r^2}g=0 .
\]

With \(g=r^m\) this becomes \(m(m-1)+2m-2=(m-1)(m+2)=0\), so \(m=1\) or \(m=-2\), and

\[
T=-\left(Ar+\frac{B}{r^2}\right)\cos\theta. \tag{2}
\]

Far away \(T\to-Gr\cos\theta\), hence \(A=G\). Zero radial flux at \(r=a\) requires

\[
A-\frac{2B}{a^3}=0,\qquad B=\frac{Ga^3}{2}.
\]

On the pore surface,

\[
T(a,\theta)=-\left(Ga+\frac{Ga}{2}\right)\cos\theta=-\frac32Ga\cos\theta .
\]

The temperature difference between the two poles of the pore is 3/2 times what it would be in the undisturbed field, because heat has to go around the obstacle.

**Q.** And how does that larger difference become a loss of conductivity?

**A.** Insert it in (1), with \(n_z=\cos\theta\) and \(dS=2\pi a^2\sin\theta\,d\theta\):

\[
\oint T n_z\,dS=-\frac32Ga\,(2\pi a^2)\int_0^\pi\cos^2\theta\sin\theta\,d\theta .
\]

The angular integral is \(2/3\), so the result is

\[
-\frac32G\,\frac{4\pi a^3}{3}=-\frac32Gv .
\]

Summing over all pores of the portion, whose total volume is \(fV\), gives

\[
\frac{\kappa_{\rm eff}}{\kappa}=1-\frac32f+O(f^2). \tag{3}
\]

Of the coefficient 3/2, one unit is your removed volume. The remaining half arises because more of the imposed temperature difference falls across the pores and less is left to drive heat through the host.

The correction comes from interactions. A pore disturbs the gradient at distance \(d\) by a relative amount of order \((a/d)^3\). For well-separated neighbours this is of order \(f\). Because the disturbance falls only as \(1/d^3\), its sum over all pores of the portion converges only conditionally: the total depends on the shape of the region summed, but it stays of order \(f\). It therefore changes the term \(3f/2\) by order \(f^2\). It drops out when each portion is infinitesimal.

**Q.** Then replace \(f\) by \(d\phi\), integrate, and you have an exponential.

**A.** That would give \(\exp(-3\phi/2)\), which does not vanish even at \(\phi=1\), where no solid is left. The fault is in the volume count. The number \(f\) is the fraction of the current body taken up by the new pores. They replace porous material, part of which was already empty.

If the current solid fraction is \(s\), a new portion removes the solid volume \(sfV\). Thus

\[
s\longrightarrow s-sf=s(1-f).
\]

For an infinitesimal portion \(ds=-s\,df\). Since \(\phi=1-s\),

\[
d\phi=-ds=(1-\phi)\,df,\qquad df=\frac{d\phi}{1-\phi}. \tag{4}
\]

**Q.** That assumes the new pores remove an average sample of the old material. Do they?

**A.** They do if each new pore covers many old ones and is placed without regard to them. A geometrical example shows the size of the effect. I took three cubic lattices of spheres with periods 1, 1/20 and 1/400, gave them random relative offsets, and let each lattice alone fill a fraction 0.20 of space. Of one million random points, a fraction 0.5114 lay outside all spheres. The product rule gives \(0.8^3=0.5120\), whereas subtracting the three fractions gives \(1-3(0.20)=0.40\). The gap between the count and the product is comparable with the sampling error, \(\sqrt{0.512\times0.488/10^6}\approx0.0005\).

**Q.** I have a more serious objection. Equation (2) was solved in a uniform host. After the first portion, the host is full of holes.

**A.** This is where the size hierarchy enters. Around a large new pore the temperature varies over a distance of order \(a\). If the old pores are much smaller than \(a\), a region can contain many of them and still see a nearly constant mean gradient. That region responds with the average flux \(\kappa\) times the mean gradient, so on the scale of the new pore the old composite is a uniform medium of conductivity \(\kappa\). If the pores were of similar size, this replacement would have no such justification.

**Q.** "Much smaller" is a comfortable phrase. How much smaller?

**A.** I can give one numerical case, not a general criterion. Divide a solid into small cubes joined by equal thermal resistors, and solve the heat balance at every cube. Fine cubic voids occupy 0.125 of the volume and reduce the conductivity to \(0.7771\,\kappa_s\). A periodic array of large spherical pores with nominal volume fraction 0.30, in an otherwise dense network, gives \(0.6003\,\kappa_s\). If the large pores see the fine-pored host as uniform, the two factors should multiply:

\[
0.7771\times0.6003=0.4665 .
\]

The network containing both kinds of pore gives 0.4661, which is 0.07 % below the product. In this calculation the large pore diameter is 19.9 periods of the fine structure. With 10.0 periods, on a correspondingly smaller network, the result is 0.11 % above the product. Adding the two separate reductions instead would predict \(0.7771+0.6003-1=0.3774\) in the larger network.

These values belong to the resistor networks, whose fine voids are only two cubes wide; they are not continuum values for smooth pores. Resolving the same fine voids with sixteen cubes across raises 0.7771 to 0.808, and halving the cube size at 10.0 periods changes the deviation from 0.11 % above the product to 0.04 % below it. They support the multiplication of responses for this periodic geometry. The very small deviations also depend on how the two lattices are aligned. In the smaller network, displacing the fine voids by half their period along each axis changes the result from 0.11 % above the product to 0.8 % below it. The two size ratios therefore do not establish how the deviation falls as the sizes separate.

**Q.** Very well. Put the pieces together.

**A.** For an infinitesimal portion, (3) applied to the current host gives

\[
d\kappa=-\frac32\kappa\,df .
\]

Substitute \(df\) from (4) and divide by \(\kappa\):

\[
\frac{d\kappa}{\kappa}=-\frac32\frac{d\phi}{1-\phi}.
\]

Integrate from the dense solid, where \(\phi=0\) and \(\kappa=\kappa_s\). Because \(\int_0^\phi d\phi'/(1-\phi')=-\ln(1-\phi)\),

\[
\ln\frac{\kappa}{\kappa_s}=\frac32\ln(1-\phi),
\]

and hence

\[
\boxed{\kappa(\phi)=\kappa_s(1-\phi)^{3/2}=\kappa_s s^{3/2}.} \tag{5}
\]

The exponent is the dilute coefficient of (3). The base is the solid fraction because each portion replaces material that is already porous.

**Q.** If the exponent is just the dilute coefficient, a different pore shape should change it.

**A.** In general it does. Take long parallel cylindrical pores, with heat flowing perpendicular to their axes. In the plane, the solution with zero flux at \(r=a\) is

\[
T=-G\left(r+\frac{a^2}{r}\right)\cos\theta ,
\]

since its radial derivative is proportional to \(1-a^2/r^2\). The surface temperature is \(-2Ga\cos\theta\). Per unit length, the surface integral is

\[
-2Ga^2\int_0^{2\pi}\cos^2\theta\,d\theta=-2G(\pi a^2),
\]

so the dilute coefficient is 2. The volume count is unchanged, and the same integration gives \(\kappa=\kappa_s(1-\phi)^2\) for this direction of flow. The power 3/2 was derived for spheres and does not carry over to these cylinders.

**Q.** You said that porosity alone is not enough. Can you show me spherical pores with a different law?

**A.** Put a pore of radius \(a\) at the centre of a solid sphere of radius \(R\), so that its local fraction is \(f=a^3/R^3\). Impose \(T=-GR\cos\theta\) at \(r=R\). The form (2) still applies, and zero flux at the pore still gives \(B=Aa^3/2\). The outer condition is now

\[
AR+\frac{B}{R^2}=GR
\quad\Longrightarrow\quad
A\left(1+\frac f2\right)=G .
\]

The pore surface temperature is \(-\tfrac32Aa\cos\theta\), so (1) gives

\[
\frac{\kappa_{\rm eff}}{\kappa}
=1-\frac{3f/2}{1+f/2}
=\frac{1-f}{1+f/2}. \tag{6}
\]

This is the Maxwell estimate. The outward flux at \(r=R\) is

\[
\kappa\left(A-\frac{2B}{R^3}\right)\cos\theta
=\kappa A(1-f)\cos\theta
=\kappa_{\rm eff}G\cos\theta .
\]

Both temperature and flux match a uniform medium of conductivity \(\kappa_{\rm eff}\). The coated sphere can therefore replace a ball of that medium without disturbing the field outside. Filling space with such coated spheres of many sizes, all with the same \(f\), gives a material with \(\phi=f\), \(\kappa=\kappa_s\), and conductivity

\[
\kappa_M=\kappa_s\frac{1-\phi}{1+\phi/2}.
\]

Here every pore keeps its own shell of dense solid. In the staged material, the walls between large pores are themselves porous.

**Q.** Is the staged material always the poorer conductor of these two?

**A.** Yes, for \(0<\phi<1\). Let \(u=\sqrt{1-\phi}\). Then \(1+\phi/2=(3-u^2)/2\), and

\[
\frac{\kappa_M-\kappa}{\kappa_s}
=\frac{2u^2}{3-u^2}-u^3
=\frac{u^2(2-3u+u^3)}{3-u^2}.
\]

The bracket factors as \((1-u)^2(2+u)\), so the difference is positive. At small porosity,

\[
\frac{\kappa}{\kappa_s}=1-\frac32\phi+\frac38\phi^2+\cdots,
\qquad
\frac{\kappa_M}{\kappa_s}=1-\frac32\phi+\frac34\phi^2+\cdots .
\]

The linear terms agree because both describe isolated pores. The arrangement first appears in the quadratic term.

The other limit separates them more strongly. As \(s\to0\), \(\kappa_M/\kappa_s\to2s/3\), while the staged material has \(s^{3/2}\). Its conductivity per unit of remaining solid, \(\kappa/(\kappa_s s)=\sqrt s\), tends to zero. In the coated-sphere material this ratio tends to 2/3.

The values of \(\kappa/\kappa_s\), including the exponential from the faulty volume count, are:

| \(\phi\) | staged | Maxwell | exponential |
|---|---|---|---|
| 0.1 | 0.854 | 0.857 | 0.861 |
| 0.3 | 0.586 | 0.609 | 0.638 |
| 0.5 | 0.354 | 0.400 | 0.472 |

**Q.** Real processing cannot supply infinitely many portions. What do a few portions give?

**A.** Use (6) as the response of each portion, a choice that models its pores as coated spheres. With \(N\) equal local fractions, \((1-f)^N=1-\phi\), and

\[
\frac{\kappa_N}{\kappa_s}=\frac{1-\phi}{(1+f/2)^N}.
\]

Set \(x=-\ln(1-\phi)\). Then \(f=1-e^{-x/N}=x/N-x^2/(2N^2)+\cdots\), and

\[
N\ln\left(1+\frac f2\right)
=N\left(\frac f2-\frac{f^2}{8}+\cdots\right)
=\frac x2-\frac{3x^2}{8N}+\cdots .
\]

Consequently

\[
\ln\frac{\kappa_N}{\kappa_s}=-\frac{3x}{2}+\frac{3x^2}{8N}+\cdots .
\]

The first term is (5), and the leading error falls as \(1/N\). For \(\phi=0.40\), I solved the heat balance in the coated sphere on a grid in radius and polar angle and multiplied the responses. One portion gives 0.500, five give 0.473, ten give 0.469 and forty give 0.466. The limit (5) is 0.465. Five portions are thus about 2 % above the limit.

**Q.** Now give me numbers for a film.

**A.** Take round model parameters: \(\kappa_s=1.2\ \mathrm{W\,m^{-1}\,K^{-1}}\), \(\phi=0.40\), thickness \(h=200\ \mathrm{nm}\), and a heat flux \(q=10^7\ \mathrm{W\,m^{-2}}\) through the film. Equation (5) gives

\[
\kappa=1.2\times0.60^{3/2}=1.2\times0.4648
=0.558\ \mathrm{W\,m^{-1}\,K^{-1}} .
\]

The thermal resistance for unit area is

\[
\frac h\kappa=\frac{2.00\times10^{-7}}{0.5577}
=3.59\times10^{-7}\ \mathrm{m^2\,K\,W^{-1}},
\]

and the temperature drop is \(qh/\kappa=3.59\ \mathrm K\). For the dense film, \(h/\kappa_s=1.67\times10^{-7}\ \mathrm{m^2\,K\,W^{-1}}\) and the drop is 1.67 K. Removing 40 % of the solid multiplies the resistance by 2.15.

To halve the conductivity, set \((1-\phi)^{3/2}=1/2\). This gives \(\phi=1-2^{-2/3}=0.370\).

**Q.** Would you trust 0.558 for an actual film of that thickness?

**A.** Only as the result of this model. To treat the film as a uniform layer, its largest pores must be much smaller than 200 nm. For Fourier's law to hold around the smallest pores, those pores and the walls between them must be large compared with the mean free paths of the heat carriers. The size hierarchy has to fit between these limits. Five generations, each ten times larger than the last, would span a factor of \(10^4\) in pore size. With a largest pore below 200 nm, the smallest would be below 0.02 nm, which is smaller than an atom. A film of this thickness cannot realise that hierarchy.

The pore arrangement is therefore a real uncertainty. At the same porosity, the Maxwell value \(0.500\,\kappa_s\) is about 8 % above the staged value, and these two constructions do not bracket all possible films. Connected or flattened pores need a different calculation.

Other assumptions can fail as well. Gas or radiation may carry heat across the pores, so that the zero-flux condition no longer holds. Pore formation may alter the solid and hence \(\kappa_s\). The contacts of the film may add thermal resistance, which must then be added to \(h/\kappa\). A measured conductivity that happens to follow the power 3/2 would not by itself show that the pores have the hierarchy assumed here.
